# Band gap of a semiconducting carbon nanotube by zone folding

A single-walled carbon nanotube is a strip of graphene rolled into a cylinder. This problem finds its gap from the bands of the flat sheet, applies the result to a tube of transistor size, and estimates what has been left out.

The sheet has bond length $a$ and one $\pi$ orbital per atom. The matrix element between nearest neighbours is $-t$ with $t>0$; all site energies are zero, and the orbitals on different atoms are taken as orthogonal. Electrons do not interact. Rolling changes the boundary condition but not the matrix elements: this is zone folding, and it neglects curvature. Lengths are in nm and energies in eV.

## (a) Geometry

**The lattice vectors are $\mathbf a_1=a(\tfrac32,\tfrac{\sqrt3}{2})$ and $\mathbf a_2=a(\tfrac32,-\tfrac{\sqrt3}{2})$. The sheet is rolled so that $\mathbf C=n\mathbf a_1+m\mathbf a_2$ becomes the circumference, with integers $n\ge m\ge0$ and $n>0$. Find the diameter $d$.**

The scalar products are
$$\mathbf a_1^2=\mathbf a_2^2=a^2\left(\tfrac94+\tfrac34\right)=3a^2,\qquad \mathbf a_1\cdot\mathbf a_2=a^2\left(\tfrac94-\tfrac34\right)=\tfrac32a^2 .$$
Hence $|\mathbf C|^2=3a^2n^2+3a^2m^2+2nm\cdot\tfrac32a^2$. Since $|\mathbf C|=\pi d$,
$$d=\frac{\sqrt3\,a}{\pi}\sqrt{n^2+nm+m^2}.$$

For a (17,0) tube with $a=0.142$ nm, $d=\sqrt3\times0.142\times17/\pi=1.331$ nm.

## (b) Bands of the flat sheet

**Find the bands of graphene, the points where they touch, and their form close to such a point.**

Each cell holds an atom A and an atom B. The A atom in cell $\mathbf R$ has its three B neighbours in the cells $\mathbf R$, $\mathbf R-\mathbf a_1$ and $\mathbf R-\mathbf a_2$. With Bloch amplitudes $c_Ae^{i\mathbf k\cdot\mathbf R}$ and $c_Be^{i\mathbf k\cdot\mathbf R}$, the Schrödinger equation on the two sites reads
$$Ec_A=-tf\,c_B,\qquad Ec_B=-tf^*c_A,\qquad f=1+e^{-i\mathbf k\cdot\mathbf a_1}+e^{-i\mathbf k\cdot\mathbf a_2}.$$
Inserting one equation into the other gives $E^2=t^2|f|^2$, so
$$E=\pm t|f(\mathbf k)|.$$
There is one $\pi$ electron per atom and each state takes two spins, so the lower band is full and the upper one empty.

The bands touch where $f=0$. The imaginary part requires $\sin(\mathbf k\cdot\mathbf a_1)=-\sin(\mathbf k\cdot\mathbf a_2)$, and the real part requires the two cosines to sum to $-1$. The sines allow phases that are opposite, or phases that differ by $\pi$. In the second case the cosines cancel, which is excluded. The phases are therefore opposite, each with cosine $-\tfrac12$. Up to multiples of $2\pi$, one solution is
$$\mathbf K\cdot\mathbf a_1=\tfrac{2\pi}{3},\qquad \mathbf K\cdot\mathbf a_2=-\tfrac{2\pi}{3},$$
and the other is $-\mathbf K$.

Now put $\mathbf k=\mathbf K+\mathbf q$, $\alpha=\mathbf q\cdot\mathbf a_1$, $\beta=\mathbf q\cdot\mathbf a_2$ and $w=e^{2\pi i/3}$. Then $f=1+w^*e^{-i\alpha}+we^{-i\beta}$. The constant terms cancel because $1+w+w^*=0$. To first order $f=-i(w^*\alpha+w\beta)$, and
$$|f|^2=\alpha^2+\beta^2+2\alpha\beta\,\mathrm{Re}\,(w^*)^2=\alpha^2+\beta^2-\alpha\beta .$$
In components, $\alpha=\tfrac a2(3q_x+\sqrt3q_y)$ and $\beta=\tfrac a2(3q_x-\sqrt3q_y)$, so
$$\alpha^2+\beta^2=\tfrac{a^2}{2}(9q_x^2+3q_y^2),\qquad \alpha\beta=\tfrac{a^2}{4}(9q_x^2-3q_y^2).$$
The difference is $\tfrac94a^2(q_x^2+q_y^2)$. Near $\mathbf K$ the bands form a cone,
$$E=\pm\hbar v|\mathbf q|,\qquad \hbar v=\tfrac32at .$$
The slope is the same in every direction at this order, which requires $a|\mathbf q|\ll1$.

## (c) Allowed waves on the tube

**Which wave vectors survive rolling, and how close do they come to $\mathbf K$?**

A displacement by $\mathbf C$ leads back to the same atom. The Bloch factor must then be one:
$$\mathbf k\cdot\mathbf C=2\pi p,\qquad p\ \text{integer}.$$
The component of $\mathbf k$ along the circumference is fixed at $2\pi p/(\pi d)=2p/d$, while the component along the axis stays free. The allowed wave vectors lie on parallel lines a distance $2/d$ apart.

From part (b), $\mathbf K\cdot\mathbf C=2\pi(n-m)/3$. Measured from $\mathbf K$, line $p$ lies at
$$q_\perp=\frac{2\pi p-\mathbf K\cdot\mathbf C}{\pi d}=\frac2d\left(p-\frac{n-m}{3}\right).$$
There are two cases:

- If 3 divides $n-m$, one line passes through $\mathbf K$.
- Otherwise $(n-m)/3$ is one third away from the nearest integer, and the nearest line misses $\mathbf K$ by
$$|q_\perp|_{\min}=\frac2d\cdot\frac13=\frac{2}{3d}.$$

At $-\mathbf K$ the sign of $\mathbf K\cdot\mathbf C$ is reversed, which leaves the smallest distance unchanged.

## (d) The gap

**Find the gap of both classes of tube, and evaluate it for the (17,0) tube with $t=2.7$ eV.**

On a line at distance $q_\perp$ from $\mathbf K$, with axial component $q_\parallel$, the cone gives
$$E=\pm\sqrt{\Delta^2+(\hbar vq_\parallel)^2},\qquad \Delta=\hbar v|q_\perp| .$$
The band edges lie at $q_\parallel=0$. For a tube whose nearest line misses $\mathbf K$,
$$\Delta=\frac{3at}{2}\cdot\frac{2}{3d}=\frac{at}{d},\qquad\boxed{E_g=2\Delta=\frac{2at}{d}}$$
If 3 divides $n-m$, then $\Delta=0$ and the tube is metallic in this model.

The gap is the energy cost of a circumferential wave number that the boundary condition does not allow to vanish. It falls as $1/d$ because the lines move closer together, and it tends to zero for a very wide tube, as it must for graphene. The rolling direction drops out, apart from the condition on $n-m$, because the cone is isotropic.

For the (17,0) tube, $n-m=17$ is not a multiple of 3, and
$$E_g=\frac{2\times0.142\times2.7}{1.331}\ \text{eV}=0.576\ \text{eV}.$$

The cone was used at $a|q_\perp|=2a/(3d)=0.07$, which is small but not zero. The formula is thus the leading term in $a/d$, even within zone folding.

## (e) The first correction from the band shape

**Away from $\mathbf K$ the cone is distorted into a three-sided shape, called trigonal warping. Find the resulting change of the gap to first order in $a/d$.**

Multiplying $f$ by $f^*$ gives
$$|f|^2=3+2\cos(\mathbf k\cdot\mathbf a_1)+2\cos(\mathbf k\cdot\mathbf a_2)+2\cos[\mathbf k\cdot(\mathbf a_1-\mathbf a_2)].$$
The three arguments are $\tfrac{2\pi}3+\alpha$, $-\tfrac{2\pi}3+\beta$ and $\tfrac{4\pi}3+\gamma$, with $\gamma=\alpha-\beta$. The last is equivalent to $-\tfrac{2\pi}3+\gamma$. To third order in $u$,
$$\cos\left(\pm\tfrac{2\pi}3+u\right)=-\tfrac12+\tfrac{u^2}4\mp\tfrac{\sqrt3}2\left(u-\tfrac{u^3}6\right).$$
In the sum the constants cancel, and so do the linear terms, since $-\alpha+\beta+\gamma=0$. What remains is
$$|f|^2=\tfrac12(\alpha^2+\beta^2+\gamma^2)+\tfrac{\sqrt3}6(\alpha^3-\beta^3-\gamma^3).$$
The quadratic part equals $\alpha^2+\beta^2-\alpha\beta=\tfrac94a^2q^2$, as before. In the cubic part, $\alpha^3-\beta^3-(\alpha-\beta)^3=3\alpha\beta\gamma$.

Let $\mathbf q$ make the angle $\phi$ with the $x$ axis. Then $\alpha$, $\beta$ and $\gamma$ are $\sqrt3aq$ times $\cos(\phi-30^\circ)$, $\cos(\phi+30^\circ)$ and $\sin\phi$. The product of these three functions is
$$\tfrac12\left(\cos2\phi+\tfrac12\right)\sin\phi=\tfrac14(\sin3\phi-\sin\phi)+\tfrac14\sin\phi=\tfrac14\sin3\phi .$$
The cubic part is therefore $\tfrac{\sqrt3}2\cdot3\sqrt3\,a^3q^3\cdot\tfrac14\sin3\phi=\tfrac98a^3q^3\sin3\phi$. Taking the square root,
$$|f|=\tfrac32aq\left(1+\tfrac{aq}4\sin3\phi\right).$$

The warping also moves the band edge along its line. On that line the cubic term has an axial slope of order $a^3q_\perp^2$, against a quadratic term $\tfrac94a^2q_\parallel^2$. The shift is of order $aq_\perp^2$, and it changes $|f|^2$ by order $(aq_\perp)^4$, a relative change of order $(a/d)^2$. At first order we may set $q_\parallel=0$ and $q=2/(3d)$.

Let $\theta$ be the angle from $\mathbf a_1$ to $\mathbf C$. Since $\mathbf a_1$ points at $+30^\circ$ and $\mathbf a_2$ at $-30^\circ$, $\mathbf C$ points at $30^\circ-\theta$. If $n-m$ leaves remainder 2 on division by 3, the nearest line has $q_\perp>0$, so $\mathbf q$ is along $\mathbf C$ and $\sin3\phi=\cos3\theta$. For remainder 1, $\mathbf q$ is reversed and the sign changes. Hence
$$E_g=\frac{2at}{d}\left(1+s\,\frac{a}{6d}\cos3\theta\right),\qquad s=\begin{cases}-1&\text{remainder }1\\+1&\text{remainder }2.\end{cases}$$

Both formulas can be compared with tubes built atom by atom, whose Hamiltonian is diagonalized for each axial wave number. That calculation uses neither the cone nor the lines of part (c). Gaps are in eV:

| Tube | $2at/d$ | with warping | full folding |
|---|---|---|---|
| (16,0) | 0.6122 | 0.6006 | 0.6002 |
| (17,0) | 0.5761 | 0.5864 | 0.5860 |
| (8,4) | 0.9255 | 0.9112 | 0.9078 |
| (10,5) | 0.7404 | 0.7495 | 0.7476 |

The correction has the right sign in both families. Its size is reliable only when $\cos3\theta$ is not small. For small $n-m$, near the armchair direction, $\cos3\theta$ is itself of order $a/d$, and the neglected second-order term is comparable to the term kept: for (9,8) the first-order shift is $-1.4$ meV and the full folded shift is $-3.0$ meV. For (17,0) the full folded gap is 10 meV, or 1.7 %, above $2at/d$. The same calculation gives zero gap, to rounding error, for the metallic tubes (18,0) and (10,4).

## (f) Zigzag tubes without the cone approximation

**For an $(n,0)$ tube, find the folded bands in closed form.**

Here $\mathbf a_1$ lies along the circumference. Write $\mathbf a_2=\tfrac12\mathbf a_1+\mathbf b$, with $\mathbf b$ along the axis and $|\mathbf b|^2=3a^2-\tfrac34a^2=\tfrac94a^2$. With $x=\tfrac12\mathbf k\cdot\mathbf a_1$ and $y=\mathbf k\cdot\mathbf b=\tfrac32ak_\parallel$,
$$f=1+e^{-2ix}+e^{-ix-iy}=e^{-ix}(2\cos x+e^{-iy}),$$
$$|f|^2=1+4\cos x\cos y+4\cos^2x .$$
The boundary condition $n\mathbf k\cdot\mathbf a_1=2\pi p$ gives $x=\pi p/n$. The point equivalent to $-\mathbf K$ with $\mathbf k\cdot\mathbf a_1=\tfrac{4\pi}3$ and $\mathbf k\cdot\mathbf a_2=\tfrac{2\pi}3$ has $x=\tfrac{2\pi}3$ and $y=0$. Near it $\cos x<0$, so the band edge is at $y=0$, and
$$E_g=2t|1+2\cos x|,$$
with $p$ the integer nearest to $2n/3$. For $n=17$, $p=11$, and the formula gives 0.586 eV, as in the table.

For small $y$, $|f|^2=(1+2\cos x)^2-2\cos x\,y^2$. Near its edge the band thus has the form found in part (d), with the slope parameter $\hbar v$ replaced by $\hbar v\sqrt{-2\cos x}$.

## (g) Tunnelling across the gap

**In a transistor, a strong field along the tube lets electrons pass from the valence band to the conduction band. Estimate the probability for the (17,0) tube in a uniform field $F=0.5$ MV/cm.**

The field shifts the local midgap energy by $eFz$ along the axis coordinate $z$. An electron of fixed energy is in the gap where $|eFz|<\Delta$. There $q_\parallel=i\kappa$, and the band formula of part (d) gives
$$\kappa=\frac{\sqrt{\Delta^2-(eFz)^2}}{\hbar v}.$$
In the WKB approximation the probability is $e^{-S}$ with $S=2\int\kappa\,dz$. The integral of the square root is half the area of an ellipse with semi-axes $\Delta$ and $\Delta/(eF)$, that is $\pi\Delta^2/(2eF)$. Therefore
$$S=\frac{\pi\Delta^2}{\hbar v\,eF}=\frac{\pi a^2t^2/d^2}{\tfrac32at\,eF}=\frac{2\pi at}{3d^2eF}.$$

With $F=0.05$ V/nm,
$$S=\frac{2\pi\times0.142\times2.7}{3\times1.331^2\times0.05}=9.07,\qquad e^{-S}=1.2\times10^{-4}.$$

The decaying waves of the lattice bands in part (f) give $S=9.93$ and a probability of $4.9\times10^{-5}$. The difference can be traced. Since $S\propto\Delta^2/v$, the larger gap contributes a factor $(0.5860/0.5761)^2=1.035$. For the slope, $1+2\cos x=0.5860/5.4=0.1085$, so $\sqrt{-2\cos x}=\sqrt{0.8915}=0.944$. Together they raise $S$ by $1.035/0.944=1.10$, as found. A 10 % error in the exponent is here a factor of more than two in the probability.

The estimate assumes that the field extends over the whole forbidden stretch, $E_g/(eF)=0.576/0.05=11.5$ nm. The bands must therefore bend by more than 0.576 eV. With a smaller total drop this path is closed; for the lattice bands the threshold is 0.586 eV. The value $e^{-S}$ is reached only when the drop is well above the gap. For a drop of 0.65 eV at the same field, the lattice model transmits about twice as much as for a drop of 2 eV.

## (h) What the model leaves out

**How far do curvature, temperature and electron interaction affect the conclusions for the (17,0) tube?**

*Curvature.* On a cylinder, neighbouring $\pi$ orbitals are tilted against each other by an angle of order $a/d$, unless their bond lies along the axis, where the tilt is zero. They also mix with the $\sigma$ orbitals of the bonds. The tilt changes the $\pi$ matrix element at second order, and the mixing, linear in the tilt, also acts at second order. The expected energy change is of order $t(a/d)^2$. Relative to the gap this is of order $a/d$, the same order as warping.

Part (f) shows how its sign depends on the tube. Suppose curvature acts as an effective change of the slanted bonds from $t$ to $t(1+\eta)$, with the axial bonds unchanged. The gap becomes $2t|1+2(1+\eta)\cos x|$. With $\cos x\approx-\tfrac12$, it changes by $-2t\eta$ if $1+2\cos x>0$, as for (17,0), and by $+2t\eta$ if $1+2\cos x<0$, as for (16,0). If 3 divides $n$, the same change opens a small gap $2t|\eta|$ in a zigzag tube that zone folding alone makes metallic.

A size comes from a rolled tube with one $s$ and three $p$ orbitals per atom. It uses round model parameters, and the hopping strengths are held fixed while the bond directions follow the cylinder. Relative to the folded gap, the shifts are $-47$ meV for (16,0), $+23$ meV for (17,0) and $+6$ meV for (35,0). The signs are opposite in the two families, as the argument requires, and they correspond to $\eta<0$, that is, to effectively weaker slanted bonds. In this model the sign is set by the mixing with the $\sigma$ orbitals: the tilt alone gives shifts of the opposite sign, $+16$ meV for (16,0) and $-11$ meV for (17,0). The unequal sizes for (16,0) and (17,0) show that a single small $\eta$ does not describe these diameters quantitatively. For (17,0), curvature and warping together raise the gap in this model from 0.576 to about 0.61 eV, or 6 %. The size of the curvature shift depends appreciably on the chosen hopping strengths and on how they follow small changes of bond length. Other plausible choices give between about $+6$ and $+35$ meV for (17,0), with the same sign, so it is an estimate only.

*Temperature.* At 300 K, $kT=25.9$ meV and $E_g/kT=22$. With the Fermi level at midgap, the occupation of a state at the conduction band edge is about $e^{-E_g/2kT}\approx10^{-5}$. Thermal carriers are few, but their number depends exponentially on the gap.

*Interaction.* Two charges a distance $d$ apart in a medium of relative permittivity 4, a round value, have the Coulomb energy
$$\frac{e^2}{4\pi\varepsilon_0\varepsilon_rd}=0.27\ \text{eV},$$
which is 47 % of the gap. This is a scale, not a computed correction, but at this permittivity it is far larger than the effects of warping and curvature found above. With a relative permittivity of 20, as for a high-permittivity gate insulator, it falls to 54 meV, comparable to their sum of 33 meV. The tunnelling exponent of part (g) is proportional to $\Delta^2/v$. It grows as the square of the gap if the slope $v$ stays fixed, and linearly if $v$ grows in proportion to the gap. Even in the linear case, a gap increase of 47 % raises $S$ from 9.07 to 13.3 and lowers the tunnelling probability by a factor of about 70. The probability found there illustrates the mechanism and is not a prediction for a device.

Semiconducting tubes considered for transistor channels have diameters of roughly 1 to 2 nm, so the example lies in the practical range. The value $t=2.7$ eV is a rough typical one, and the gap is proportional to it. Of the effects estimated here, the interaction between electrons has the largest energy scale. Interaction can move the gap by an amount comparable to the Coulomb scale, and this amount depends on the surrounding insulator. It also makes the energy needed to create a bound electron–hole pair with light differ from the gap for separate carriers. For semiconducting tubes 1 to 2 nm wide, the formula $2at/d$ thus gives the trend with diameter and the right order of magnitude. In much narrower tubes curvature can change the gap by a large fraction. Even for the (17,0) tube, 0.576 eV should not be read as a prediction to three figures. The values used here are collected in the numerical output below.

## Computed values

```
bond length a = 0.142 nm, hopping t = 2.70 eV
tube (17,0): diameter d = 1.3309 nm, a/d = 0.1067
spacing of allowed lines 2/d = 1.5027 1/nm
distance of nearest line from K = 0.5009 1/nm
hbar v = 0.5751 eV nm, v = 8.737e+05 m/s
half gap a t/d = 0.2881 eV
gap 2 a t/d = 0.5761 eV
gap from full zone folding = 0.5860 eV
warping shift = 9.88 meV = 1.71 % of 2at/d
tube: d (nm), 2at/d (eV), with warping term (eV), full folding (eV)
  (16, 0): 1.2526, 0.6122, 0.6006, 0.6002
  (17, 0): 1.3309, 0.5761, 0.5864, 0.5860
  (8, 4): 0.8285, 0.9255, 0.9112, 0.9078
  (10, 5): 1.0357, 0.7404, 0.7495, 0.7476
  (12, 8): 1.3650, 0.5618, 0.5585, 0.5575
  (100, 0): 7.8289, 0.0979, 0.0976, 0.0976
  (18, 0): 1.4092 nm, full folding 5.0e-16 eV
  (10, 4): 0.9778 nm, full folding 8.0e-16 eV
four-orbital model: E_s-E_p = -7.0 eV, ss = -5.0 eV,
  sp = 5.0 eV, pp sigma = 5.5 eV, pp pi = -2.7 eV
  flat (17,0) gap = 0.5860 eV
  rolled (16,0): gap = 0.5532 eV, curvature shift = -46.97 meV
  rolled (17,0): gap = 0.6095 eV, curvature shift = 23.48 meV
  rolled (35,0): gap = 0.2887 eV, curvature shift = 6.47 meV
Coulomb scale at eps_r = 4.0: 0.270 eV = 0.47 of the gap
kT at 300 K = 25.85 meV, gap/kT = 22.3
Boltzmann factor exp(-gap/2kT) = 1.45e-05
field = 0.50 MV/cm
tunnelling exponent: formula 9.07, lattice waves 9.93
tunnelling probability: formula 1.15e-04, lattice waves 4.87e-05
```
